# Trap depth from an Arrhenius plot with a temperature-squared prefactor

## Problem

In a charge-trap memory, electrons are stored in traps inside a thin insulating layer. A trap lies at a depth $E$ below the conduction-band edge. It empties at a thermal emission rate $e(T)$, and its emission time is $\tau=1/e$. Times at the temperature of use are too long to wait for, so $\tau$ is measured in a hot bake. A plain Arrhenius fit then assumes

$$\tau=\tau_0\,\exp\!\left(\frac{E_{\rm fit}}{kT}\right),\qquad \tau_0=\text{constant}.$$

Take a single trap level of temperature-independent depth, a parabolic band with effective mass $m$, a constant capture cross section $\sigma$, few free electrons and a negligible electric field.

(a) Show from detailed balance that $e=AT^2\exp(-E/kT)$, and find $A$.

(b) Show that a plain Arrhenius fit in a narrow window around $T_0$ overestimates the depth by $2kT_0$, and evaluate this at 450 K. What is the physical meaning of the excess?

(c) The model with $E=1.400$ eV, $m=0.20$ electron masses and $\sigma=10^{-15}$ cm² gives these emission times:

| $T$ (K) | $\tau$ (s) |
|---|---|
| 425.0 | $3.6869\times10^5$ |
| 437.5 | $1.1672\times10^5$ |
| 450.0 | $3.9328\times10^4$ |
| 462.5 | $1.4032\times10^4$ |
| 475.0 | $5.2785\times10^3$ |

Find the depth that a plain fit returns. Can the data reveal the error, and how is it removed?

(d) How wrong is the emission time extrapolated to 358 K?

(e) Does the excess survive if emitted electrons are recaptured many times before they leave the layer?

(f) Which neglected effects can compete with $2kT_0$ in a real layer?

## Solution

### (a) The origin of the factor $T^2$

Measure the kinetic energy $\varepsilon$ of a free electron from the band edge. The trap is then at $-E$. Let $\mu$ be the Fermi level on the same scale and $f$ the probability that the trap is filled. In equilibrium, emission from filled traps balances capture by empty ones:

$$e f=(1-f)\,\sigma\int_0^\infty v(\varepsilon)D(\varepsilon)\,e^{-(\varepsilon-\mu)/kT}\,d\varepsilon .$$

Here $v$ is the electron speed and $D$ the density of states per volume and energy. The Boltzmann factor is allowed because free electrons are few. With the trap degeneracy factor set to one, $f/(1-f)=e^{(\mu+E)/kT}$. Dividing by $f$, we see that $\mu$ cancels:

$$e=\sigma\,e^{-E/kT}\int_0^\infty v(\varepsilon)D(\varepsilon)\,e^{-\varepsilon/kT}\,d\varepsilon .$$

A degeneracy factor other than one would multiply $e$ by a constant and leave every slope below unchanged.

For a parabolic band, both spins included,

$$v=\sqrt{\frac{2\varepsilon}{m}},\qquad D=\frac{4\pi(2m)^{3/2}}{h^3}\sqrt{\varepsilon},\qquad vD=\frac{16\pi m\,\varepsilon}{h^3}.$$

The numerical factor in the product is $4\pi\cdot2^{3/2}\cdot2^{1/2}=16\pi$. Since $\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=(kT)^2$,

$$e=AT^2e^{-E/kT},\qquad A=\frac{16\pi m\sigma k^2}{h^3}.$$

The same prefactor can be written as $\sigma\bar v N_c$, where the mean speed $\bar v$ grows as $T^{1/2}$ and the effective density of states $N_c$ as $T^{3/2}$. For the data of part (c) at 450 K,

$$AT_0^2=(10^{-15}\ {\rm cm^2})(2.947\times10^{7}\ {\rm cm/s})(4.123\times10^{18}\ {\rm cm^{-3}})=1.215\times10^{11}\ {\rm s^{-1}}.$$

### (b) The slope of the Arrhenius plot

Let $\beta=1/kT$. The logarithm of the emission time is

$$\ln\tau=\beta E-\ln A-2\ln T .$$

Because $T=1/(k\beta)$, the last term is $-2\ln T=2\ln k+2\ln\beta$. Therefore

$$\frac{d\ln\tau}{d\beta}=E+\frac{2}{\beta}=E+2kT .$$

The plain Arrhenius form has the slope $E_{\rm fit}$. In a narrow window around $T_0$ the two slopes must agree, so

$$\boxed{E_{\rm fit}=E+2kT_0}$$

The sign is positive because cooling slows emission in two ways: the exponential falls, and so does the prefactor. The plain fit attributes both to the exponential. At 450 K, $kT_0=0.03878$ eV and the excess is $2kT_0=0.0776$ eV, about 0.08 eV. It does not depend on $E$.

The excess is also the mean kinetic energy of the emitted electrons. Write the rate as

$$e=e^{-\beta E}\int_0^\infty w(\varepsilon)e^{-\beta\varepsilon}d\varepsilon,\qquad w=\sigma vD .$$

If $w$ does not depend on temperature, differentiation gives

$$-\frac{d\ln e}{d\beta}=E+\frac{\int\varepsilon\,w\,e^{-\beta\varepsilon}d\varepsilon}{\int w\,e^{-\beta\varepsilon}d\varepsilon}=E+\langle\varepsilon\rangle .$$

By detailed balance, emitted electrons have the same energy distribution as captured ones, $w\,e^{-\beta\varepsilon}$, so $\langle\varepsilon\rangle$ is their mean kinetic energy. Here $w\propto\varepsilon$, and

$$\langle\varepsilon\rangle=\frac{2(kT)^3}{(kT)^2}=2kT .$$

The Arrhenius slope thus measures the mean energy an electron takes from the lattice: the depth plus the kinetic energy it carries away.

This also shows how the result changes with the capture law. If $\sigma\propto1/\varepsilon$, then $w$ is constant, the prefactor is proportional to $T$, and the excess falls to $kT$. The slope at 450 K would be 1.439 eV instead of 1.478 eV. The value $2kT$ therefore belongs to the $T^2$ prefactor and not to thermal emission in general.

### (c) Fitting the bake data

Take first the two end temperatures. With $\beta_0=1/(0.03878\ {\rm eV})=25.79\ {\rm eV^{-1}}$ at 450 K,

$$\Delta\beta=\beta_0\left(\frac{450}{425}-\frac{450}{475}\right)=2.874\ {\rm eV^{-1}},$$

$$E_{\rm fit}=\frac{\ln(3.6869\times10^5/5.2785\times10^3)}{2.874\ {\rm eV^{-1}}}=\frac{4.246}{2.874}\ {\rm eV}=1.477\ {\rm eV}.$$

A least-squares line through all five points also gives 1.477 eV. The excess is 0.0774 eV, which differs from $2kT_0$ by 0.0002 eV because the window has a finite width.

That this difference is small can be seen from the formula. The slope between two points $i$ and $j$ is

$$E+\frac{2\ln(\beta_i/\beta_j)}{\beta_i-\beta_j}.$$

By the mean-value theorem, the second term equals $2kT$ at some temperature between the two. A least-squares slope is an average of all such pair slopes with positive weights $(\beta_i-\beta_j)^2$. The excess must therefore lie between $2kT$ at 425 K and at 475 K, that is, between 0.073 and 0.082 eV.

The plot gives almost no warning. Its curvature is $d^2\ln\tau/d\beta^2=-2/\beta^2$. At a distance $\delta\beta$ from the centre, the curve departs from its tangent by about $(\delta\beta/\beta_0)^2$. At the window ends $\delta\beta/\beta_0\approx0.056$, so the departure is about 0.003, and a fitted line shares it between the centre and the ends. The largest residual in $\ln\tau$ is indeed 0.0016, or 0.16% of $\tau$. Data with a scatter of a few per cent could not show this bend, so a good straight line is no evidence for a constant prefactor.

The cure is to plot $\ln(\tau T^2)$ against $\beta$, since

$$\ln(\tau T^2)=\beta E-\ln A$$

is a straight line of slope $E$. For the end points, the factor $T^2$ lowers the logarithm of the ratio by $2\ln(475/425)=0.2225$:

$$E=\frac{4.2463-0.2225}{2.874}\ {\rm eV}=1.400\ {\rm eV}.$$

Subtracting $2kT_0$ from the plain result serves equally well in a narrow window.

### (d) The extrapolated emission time

Approximate the fitted line by the tangent at $T_0$:

$$\ln\tau_{\rm line}(T)=\ln\tau(T_0)+(E+2kT_0)(\beta-\beta_0).$$

The true time obeys

$$\ln\tau(T)=\ln\tau(T_0)+E(\beta-\beta_0)+2\ln(\beta/\beta_0).$$

Subtract, and set $x=\beta/\beta_0=T_0/T$. Since $kT_0=1/\beta_0$,

$$\ln\frac{\tau_{\rm line}}{\tau}=2(x-1-\ln x).$$

This is never negative, because $\ln x\le x-1$. For 358 K, $x=1.257$ and the right-hand side is 0.057, so the time is overestimated by about 6%. The least-squares line, which is not quite the tangent, gives 22.25 years against the true 21.08 years.

An error of 0.077 eV in the exponent alone would do far more damage. It does not here because the fitted prefactor is wrong as well. Setting $\beta=0$ in the tangent gives

$$\frac{1}{\tau_0}=\frac{e^{\beta_0(E+2kT_0)}}{\tau(T_0)}=e^2AT_0^2 .$$

The fitted prefactor is about $e^2=7.39$ times the true one at $T_0$; the five-point fit gives 7.37. The high prefactor and the high barrier largely cancel over this range of temperature. A cross section deduced from the fitted prefactor would be too large by the same factor of about 7.

The cancellation is lost if $E_{\rm fit}$ is taken from the plot and inserted into $e=AT^2e^{-E/kT}$ with the correct $A$. The time is then too long by

$$\exp\!\left(\frac{2kT_0}{kT}\right)=e^{2x}\approx12$$

at 358 K, which turns 21 years into about 260 years. The plain fit is thus a fair formula for $\tau$ over this range of temperature and a poor source of microscopic parameters.

### (e) Repeated recapture

Let $g$ be the number of free electrons per trap, $c=\sigma\bar vN_t$ the capture rate when all $N_t$ traps per volume are empty, and $\ell$ the rate at which a free electron leaves the layer. Then

$$\frac{df}{dt}=-ef+cg(1-f),\qquad \frac{dg}{dt}=ef-cg(1-f)-\ell g .$$

Free electrons are few and adjust quickly, so $dg/dt$ can be neglected. This gives $g=ef/[c(1-f)+\ell]$. With $r=\ell/c$,

$$\frac{df}{dt}=-\ell g=-e\,\frac{rf}{1-f+r}.$$

Separating variables, the time for $f$ to fall from $f_0$ to $f_1$ is

$$t=\frac{1}{e\,r}\left[(1+r)\ln\frac{f_0}{f_1}-(f_0-f_1)\right].$$

Suppose an electron leaves with a temperature-independent probability each time it reaches the boundary. Then $\ell$ and $c$ are both proportional to the speed, and $r$ is constant. For fixed $f_0$ and $f_1$, $t$ is a constant times $1/e(T)$, so the excess is still $2kT_0$. If leaving required thermal activation of its own, that energy would be added to the slope.

This was tested by integrating both rate equations in full, with $r=0.01$, $f_0=0.9$, $f_1=0.45$ and a shallower trap of 0.500 eV. The slope at 450 K was 0.578 eV, as expected. The formula gives $t=25.0/e$, which is 36 times the value $\ln2/e$ without recapture, and the integration gives the same factor. Recapture can therefore lengthen retention greatly without changing the slope.

### (f) Comparison with a real layer

The parameters are assumed values for illustrating an HfO₂ trapping layer, not properties computed or measured for a particular film. The effective mass is uncertain: a larger one would shorten the emission times in proportion and weaken the tunnelling estimated below, but would leave $2kT_0$ unchanged. Cross sections in particular can differ by orders of magnitude between kinds of trap. With $N_t=10^{19}$ cm⁻³, the recapture path $1/(\sigma N_t)$ is 1000 nm, or 200 times a layer thickness of 5 nm. For random directions of motion, the mean path between encounters with a boundary is twice the thickness, here 10 nm. If most traps are empty, recapture therefore matters once the chance of leaving at each encounter is below roughly 1/100, as behind a thick blocking oxide. The 21 years found above is thus an emission time and not the retention time of a device.

The assumption most clearly broken is that of zero field, since the stored charge makes its own. A sheet of $10^{12}$ electrons per cm², with all its flux on one side and a relative permittivity of 20, gives $F=0.09$ MV/cm. Two effects follow, estimated separately and at fixed field.

- **Poole–Frenkel lowering.** If the empty trap is positively charged, the electron's energy along the field is $-q^2/(4\pi\epsilon r)-qFr$. Its maximum lies at $r=\sqrt{q/(4\pi\epsilon F)}$, which lowers the barrier by $q\sqrt{qF/(\pi\epsilon)}$. With an optical relative permittivity of 4 this is 0.11 eV, more than $2kT_0$. If the lattice had time to respond while the electron leaves, the static value of 20 would apply and give only 0.05 eV. Take the optical value. In a layer thick enough to contain the maximum, and if every electron left exactly along the field, the plain fit would give $1.400-0.114+0.078=1.364$ eV. This overstates the shift, because electrons leaving at an angle to the field meet a smaller lowering. Averaged over directions, with no lowering against the field, the shift is about $-0.08$ eV and roughly cancels the excess. This cancellation is accidental: the averaged shift is only $-0.03$ eV with the static permittivity and $-0.02$ eV at $10^{11}$ cm⁻². The estimate also keeps $\sigma$ constant, which is doubtful for a charged trap. At $10^{11}$ cm⁻² the lowering is 0.04 eV. The maximum lies about 6 nm from the trap at the higher charge and 20 nm at the lower, both beyond the 5 nm thickness assumed above. For so thin a layer these values therefore show only the scale of the effect, and a proper estimate must include the boundaries. A trap that is neutral when empty has no such Coulomb term.
- **Thermally assisted tunnelling.** An electron lifted to an energy $\varepsilon$ below the band edge can tunnel through the remaining triangular barrier. A WKB estimate multiplies the rate by
$$1+\frac{1}{kT}\int_0^E\exp\!\left[\frac{\varepsilon}{kT}-\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3\hbar qF}\right]d\varepsilon .$$
At $10^{12}$ cm⁻² this factor is 1.7 at 450 K, and it would lower the slope by 0.02 eV. In so weak a field, however, the estimate is far too high, because it gives full weight to electrons near the band edge, where few states lie. The exact density of states in a uniform field, with a constant capture coefficient $\sigma v$, gives the factor $\exp[\hbar^2q^2F^2/(24m(kT)^3)]=1.02$ and a slope shift of only $-0.003$ eV. Tunnelling therefore does not compete with $2kT_0$ at this field. The exponent grows as $F^2$, however. With all the assumed traps filled, the sheet charge is $5\times10^{12}$ cm⁻², the factor is 1.7 and the slope shift is $-0.065$ eV, comparable to the excess. These estimates assume that the whole triangular barrier lies inside the layer, whereas across 5 nm the band edge drops by only 0.045 eV at $10^{12}$ cm⁻².

Further effects appear even at zero field. The first is a barrier to capture. In many oxide traps the lattice must distort before an electron is captured, so that roughly $\sigma\propto e^{-E_b/kT}$ with a barrier $E_b$. By detailed balance the emission rate contains the same factor, and, if the lattice moves classically, the slope rises by the whole of $E_b$. With stiff phonons the lattice partly tunnels through the barrier and the rise is smaller. For one mode of 0.06 eV and $E_b=0.3$ eV, the slope at 450 K exceeds $E$ by only 0.15 to 0.26 eV in total, depending on the lattice relaxation energy. A barrier of a few tenths of an eV would far exceed $2kT_0$, and the plot of $\ln(\tau T^2)$ would not reveal it. The prefactor can change as well. In the classical (Marcus) picture of such capture, it grows roughly as $T$, and the excess beyond $E+E_b$ is then about $kT_0$ instead of $2kT_0$. Separating $E_b$ from the depth requires further data, such as capture rates or equilibrium trap fillings measured at several temperatures.

The next two effects concern the depth itself. In a disordered film the depths are spread. For a Gaussian spread $s$ with all traps filled at the start, the average of $e^{-\beta E}$ is $e^{-\beta\bar E+\beta^2s^2/2}$, where $\bar E$ is the mean depth. The slope of the initial emission rate therefore shifts by $-s^2/kT_0$. An assumed $s=0.05$ eV gives $-0.064$ eV, which nearly hides the excess. The shift depends on what is measured, however. For the time in which half the electrons leave, it is only about $-0.004$ eV, because that time is set mainly by traps near the mean depth. For a loss of 10% it is $-0.045$ eV, and for a loss of 90% it is $+0.050$ eV.

If instead the depth falls linearly as $E(T)=E(T_0)-\alpha(T-T_0)$, then $\beta E(T)=\beta[E(T_0)+\alpha T_0]-\alpha/k$, and the slope rises by $\alpha T_0$. An assumed $\alpha=10^{-4}$ eV/K adds 0.045 eV.

Finally, a very thin layer changes the band. If higher barriers confine the free electrons, their motion across the layer is quantised and the prefactor no longer follows $T^2$ exactly. For a 5 nm layer with walls of 1.5 eV, $m=0.20$ electron masses and no scattering, the lowest subband lies 0.06 eV above the bulk band edge. Take traps spread evenly through the layer, a constant $\sigma$, the same mass in the walls, and the speed $v=\sqrt{2\varepsilon/m}$ from the total energy $\varepsilon$. The slope then exceeds the depth below the bulk edge by about 0.107 eV instead of 0.078 eV. Using only the in-plane speed would give 0.118 eV, and a wall mass of 0.5 electron masses 0.101 eV. With the free-electron mass the excess is about 0.084 eV. The values depend on where the trap sits: at the centre of the layer they are 0.103 and 0.076 eV.

The correction $2kT_0$ removes the error due to a $T^2$ prefactor. It yields the true depth when these other shifts are small or have been accounted for separately. The parameters of the main model are listed in the numerical output.

## Table of computed values

```
Input trap depth: 1.400 eV
Input effective mass: 0.20 electron masses
Input capture cross section: 1.0e-15 cm2
Input layer thickness: 5.0 nm
Input trap density: 1.0e+19 cm^-3
Input relative permittivity, static: 20.0
Input relative permittivity, optical: 4.0
Central bake temperature: 450.0 K
Temperature of use: 358.0 K
kT at bake centre: 0.03878 eV
2kT at bake centre: 0.07756 eV
Mean speed at bake centre: 2.947e+07 cm/s
Effective density of states: 4.123e+18 cm^-3
Rate prefactor at bake centre: 1.215e+11 1/s
Power of T found in prefactor: 2.00000
Mean energy of emitted electrons: 0.07756 eV
Local Arrhenius slope: 1.47756 eV
Slope if cross section ~ 1/energy: 1.43878 eV
Emission time at 425.0 K: 3.6869e+05 s
Emission time at 437.5 K: 1.1672e+05 s
Emission time at 450.0 K: 3.9328e+04 s
Emission time at 462.5 K: 1.4032e+04 s
Emission time at 475.0 K: 5.2785e+03 s
Plain Arrhenius fitted depth: 1.47738 eV
Excess of plain fit: 0.07738 eV
Excess from two end temperatures: 0.07740 eV
Largest residual of plain fit in ln(tau): 0.00157
Depth from fit of ln(tau*T^2): 1.40000 eV
Fitted / true prefactor at bake centre: 7.367
True emission time at use: 21.08 years
Extrapolated line at use: 22.25 years
Line / true time at use: 1.0553
Time ratio, fitted depth in T^2 law: 12.28
Retrapping test depth: 0.500 eV
Retrapping test exit/capture rate ratio: 0.010
Retrapping test slope: 0.57755 eV
Retrapping half-loss time / no-retrapping time: 36.08
Recapture path: 1000.0 nm
Band-edge Boltzmann factor, Fermi level at trap: 2.09e-16
Sheet charge 1.0e+11 cm^-2: field 0.0090 MV/cm
  Poole-Frenkel lowering: 0.0361 eV
  Assisted-tunnelling rate factor: 1.112
  Assisted-tunnelling slope shift: -0.0042 eV
Sheet charge 1.0e+12 cm^-2: field 0.0905 MV/cm
  Poole-Frenkel lowering: 0.1141 eV
  Assisted-tunnelling rate factor: 1.716
  Assisted-tunnelling slope shift: -0.0236 eV
Depth spread (standard deviation): 0.050 eV
Slope shift from depth spread: -0.0645 eV
Depth decrease per kelvin: 1.0e-04 eV/K
Slope shift from depth decrease: 0.0450 eV
```
